\section*{Exact, Independent Sampling of Determinants from a Canonical Matrix Product State}

\section{Three orbitals by hand}

Take one electron pair shared among three orbitals. Each orbital is empty (0) or doubly occupied (2), and the state has three nonzero coefficients, chosen for easy arithmetic:
\begin{equation}
C(2,0,0)=0.8,\quad C(0,2,0)=-0.48,\quad C(0,0,2)=-0.36 .
\end{equation}
Their squares, $0.64$, $0.2304$ and $0.1296$, add to one. We want to draw determinants with these probabilities without listing them, because in a large orbital space the list is too long to write down.

The state can be stored as a product of small matrices, $C(n_1,n_2,n_3)=B_1[n_1]B_2[n_2]B_3[n_3]$, with
\begin{align}
B_1[2]&=(0.8,\;0), & B_1[0]&=(0,\;0.6),\\
B_2[0]&=\begin{pmatrix}1&0\\0&-0.6\end{pmatrix}, &
B_2[2]&=\begin{pmatrix}0&0\\-0.8&0\end{pmatrix},\\
B_3[0]&=\begin{pmatrix}1\\0\end{pmatrix}, &
B_3[2]&=\begin{pmatrix}0\\1\end{pmatrix}.
\end{align}
The bond index records whether the pair is still to be placed. For example, $B_1[0]B_2[2]=(-0.48,\,0)$, and multiplication by $B_3[0]$ gives $C(0,2,0)=-0.48$.

Now draw the orbitals in order. The squared norms of the two rows $B_1[n_1]$ are $0.36$ for $n_1=0$ and $0.64$ for $n_1=2$. These are the correct marginal probabilities: $0.36=0.2304+0.1296$. Suppose a uniform random number selects $n_1=0$. Normalize the row to $u_1=(0,1)$ and remember the factor $0.6$. For the second orbital,
\begin{equation}
u_1B_2[0]=(0,-0.6),\qquad u_1B_2[2]=(-0.8,0),
\end{equation}
so the conditional probabilities are $0.36$ and $0.64$. Suppose $n_2=2$ is selected. Then $u_2=(-1,0)$, with the factor $0.8$. Since $u_2B_3[0]=-1$ and $u_2B_3[2]=0$, the last orbital is empty with certainty.

The determinant $(0,2,0)$ was thus drawn with probability $0.36\times0.64\times1=0.2304$, its squared coefficient. The remembered factors and the final sign give the coefficient itself, $0.6\times0.8\times(-1)=-0.48$.

\section{Why the matrices must be canonical}

The squared norm of a row gave a correct probability because the matrices to its right satisfy
\begin{equation}
\sum_n B_p[n]B_p[n]^{T}=1 .
\label{eq:canon}
\end{equation}
For $p=2$ the sum is $\mathrm{diag}(1,0.36)+\mathrm{diag}(0,0.64)=1$.

The same state has other factorizations. Let $G=\mathrm{diag}(0.8,0.6)$ and replace $B_1[n]$ by $B_1[n]G^{-1}$ and $B_2[n]$ by $GB_2[n]$. Every coefficient is unchanged because $G^{-1}G=1$. The first rows, however, become $(1,0)$ and $(0,1)$, whose equal norms would assign probability $1/2$ to each occupation instead of $0.64$ and $0.36$. The norm rule therefore needs both the state and the right gauge.

\section{The general statement}

Let there be $L$ spatial orbitals with occupations $n_p\in\{0,\beta,\alpha,2\}$. The determinant $|n\rangle$ is defined by creation operators written from left to right in orbital order, $\alpha$ before $\beta$ within an orbital, acting on the vacuum. Consider a normalized real matrix product state
\begin{equation}
|\Psi\rangle=\sum_n C(n)|n\rangle,\qquad
C(n)=B_1[n_1]B_2[n_2]\cdots B_L[n_L],
\end{equation}
where $B_1[n]$ is a row, $B_L[n]$ is a column, and \eqref{eq:canon} holds at every site. This is the right-canonical form. For complex matrices, transposes become adjoints and squares become squared moduli.

An arbitrary matrix product state is brought to this form from the right. Place the four matrices $B_p[n]$ side by side and factor the wide matrix as $RQ$ with $QQ^T=1$. The four blocks of $Q$ satisfy $\sum_nQ[n]Q[n]^T=QQ^T=1$ and replace $B_p$; the factor $R$ is multiplied into the matrices $B_{p-1}[n]$ from the right. After the first site is reached, division by the norm of the state completes \eqref{eq:canon}.

\subsection{Marginals and conditionals}

Define the prefix row $v_p=B_1[n_1]\cdots B_p[n_p]$, with $v_0=1$. The probability of a prefix is the sum of $C(n)^2$ over all later occupations. Writing $C^2=CC^T$ for the number $C$,
\begin{align}
P(n_1,\ldots,n_p)
&=\sum_{n_{p+1},\ldots,n_L}
v_pB_{p+1}[n_{p+1}]\cdots B_L[n_L]\,
B_L[n_L]^T\cdots B_{p+1}[n_{p+1}]^Tv_p^T\nonumber\\
&=v_pv_p^T=|v_p|^2 .
\label{eq:marg}
\end{align}
The sum over $n_L$ stands innermost and equals one by \eqref{eq:canon}. The sum over $n_{L-1}$ is then innermost and also equals one, and so on down to site $p+1$.

With $u_{p-1}=v_{p-1}/|v_{p-1}|$, the conditional probability is
\begin{equation}
P(n_p|n_1,\ldots,n_{p-1})
=\frac{|v_{p-1}B_p[n_p]|^2}{|v_{p-1}|^2}
=|u_{p-1}B_p[n_p]|^2 .
\label{eq:cond}
\end{equation}
Its four values add to $u_{p-1}\bigl(\sum_nB_p[n]B_p[n]^T\bigr)u_{p-1}^T=1$. A prefix of zero probability is never selected, so the division is safe.

\subsection{The algorithm and its proof}

For each determinant, set $u_0=1$ and $c_0=1$, then for $p=1,\ldots,L$:
\begin{enumerate}
\item Compute the four rows $u_{p-1}B_p[n]$ and their squared norms.
\item Divide the interval $[0,1)$ into four pieces with these lengths. A fresh uniform number $x_p$ selects $n_p$ by the piece in which it falls.
\item Set $c_p=c_{p-1}|u_{p-1}B_p[n_p]|$ and normalize the selected row to obtain $u_p$.
\end{enumerate}
At the end $u_L=\pm1$ (for complex matrices, a phase of unit modulus); return $n$ and $C(n)=c_Lu_L$.

The samples have the right distribution because the conditionals telescope:
\begin{equation}
\prod_{p=1}^{L}P(n_p|n_1,\ldots,n_{p-1})
=\prod_{p=1}^{L}\frac{|v_p|^2}{|v_{p-1}|^2}
=\frac{|v_L|^2}{|v_0|^2}=C(n)^2 .
\end{equation}
The returned coefficient is correct because $c_p=|v_p|$ at each step, hence $c_Lu_L=v_L=C(n)$.

The samples are independent because determinant $k$ is a fixed function of its own block $x^{(k)}$ of uniform numbers. Independent blocks give
\begin{equation}
P\bigl(n^{(1)},\ldots,n^{(N)}\bigr)=\prod_{k=1}^{N}C\bigl(n^{(k)}\bigr)^2 .
\end{equation}
All covariances between different samples therefore vanish, and the mean of any function $g(n)$ over $N$ samples has variance $\mathrm{Var}(g)/N$. No equilibration is needed. These statements assume ideal uniform numbers and exact arithmetic; a computer meets them up to the quality of its generator and rounding.

If the bond dimension is at most $\chi$, a site costs at most $4\chi^2$ multiplications for the products, so a determinant costs at most $4L\chi^2$, and fewer when most bonds are smaller than $\chi$.

\section{From samples to leading coefficients}

\subsection{Read the coefficient, not the count}

The fraction $f$ of $N$ samples that fall on a determinant of weight $w=C(n)^2$ has mean $w$ and variance $w(1-w)/N$. For $Nw\gg1$, expand $\sqrt f\approx\sqrt w+(f-w)/(2\sqrt w)$, which gives
\begin{equation}
\mathrm{Var}(\sqrt f)\approx\frac{1}{4w}\,\frac{w(1-w)}{N}=\frac{1-w}{4N}.
\label{eq:count}
\end{equation}
As long as $Nw\gg1$ and $w\ll1$, the absolute error hardly depends on $w$, so smaller coefficients have larger relative errors; for $Nw$ near or below one the expansion fails. The sign is missing in every case. The product of matrices supplies $C(n)$ with its sign and without statistical error. Sampling serves to find the determinant, not to measure its coefficient.

\subsection{What may have been missed}

A determinant of weight $w$ is absent from all $N$ draws with probability $(1-w)^N$. Since all weights add to one, at most $1/\varepsilon$ determinants have $w\ge\varepsilon$. Adding their probabilities of absence bounds the chance that any of them is missed:
\begin{equation}
P_{\rm miss}\le\frac{(1-\varepsilon)^N}{\varepsilon}.
\label{eq:miss}
\end{equation}

After the draw, a statement without probability is available. Let $W$ be the summed weight of the distinct determinants found. Everything unseen shares the weight $1-W$, so no unseen determinant can exceed it. The found determinants with $w>1-W$ are therefore the complete list above that value. In the three-orbital state, having seen $(2,0,0)$ and $(0,2,0)$ gives $W=0.8704$ and $1-W=0.1296$, and both are certified.

\subsection{A search without random numbers}

A prefix probability is a sum of squares that includes the square of each completion, so $P(n_1,\ldots,n_p)\ge C(n)^2$. Extend all prefixes orbital by orbital and discard those with $|v_p|^2<\varepsilon$. No determinant with $w\ge\varepsilon$ is lost. Prefixes of equal length are mutually exclusive, so at most $1/\varepsilon$ survive at each level. With $\varepsilon=0.2$ in the three-orbital state, the prefix $(0,0)$ of weight $0.1296$ is dropped, and $(2,0,0)$ and $(0,2,0)$ remain.

\subsection{When a short list does not exist}

For $M$ identical, noninteracting fragments described in local orbitals, each in a nondegenerate ground state, the state is a product. If the leading determinant of one fragment has weight $w_0<1$, that of the whole has weight $w_0^M$, and about $w_0^{-M}$ draws are needed to meet it. The samples remain correctly distributed, but for large $M$ a short list of leading determinants no longer captures the state.

\section{Which state is being sampled}

The samples represent the matrix product state supplied, which may itself be an approximation to another state. Let $D(n)$ be the coefficients of a normalized CI vector. Reshape it at the last bond into a matrix whose columns belong to the orbitals on the right, keep the right singular vectors with large singular values, and proceed to the left. Each step is an orthogonal projection. Its retained space lies inside the one retained before, so the whole sequence equals one orthogonal projector $Q$ acting on $D$. With total discarded weight $\delta$, $\langle D|Q|D\rangle=1-\delta$. The normalized state is $C=QD/\sqrt{1-\delta}$, and the squared overlap is
\begin{equation}
F=\langle D|C\rangle^2=\frac{(1-\delta)^2}{1-\delta}=1-\delta .
\end{equation}

The total variation distance $T$, the largest difference in probability that the two distributions assign to any set of determinants, obeys
\begin{align}
T&=\tfrac12\sum_n|C^2-D^2|=\tfrac12\sum_n|C-D|\,|C+D|\nonumber\\
&\le\tfrac12\sqrt{(2-2\sqrt F)(2+2\sqrt F)}=\sqrt{1-F},
\label{eq:tv}
\end{align}
by the Cauchy--Schwarz inequality, with $\sum_n(C\mp D)^2=2\mp2\sqrt F$. The same sum bounds a single coefficient error: $|C(n)-D(n)|\le\sqrt{2-2\sqrt F}$.

Signs need one conversion. The CI vector used below is defined with all $\alpha$ operators placed before all $\beta$ operators. To reach orbital order, the $\beta$ operator of orbital $p$ moves left past every $\alpha$ operator of an orbital $q>p$, so the coefficient acquires
\begin{equation}
(-1)^{\sum_p n_{p\beta}\sum_{q>p}n_{q\alpha}} .
\end{equation}
Reversing the order within each spin string changes only a global sign at fixed electron numbers. The global sign is chosen here to make the reference coefficient positive.

\section{Stretched carbon dioxide}

Take linear CO$_2$ with both C--O distances at 2.6 bohr, in the STO-3G basis. The five lowest RHF orbitals stay doubly occupied, and 12 electrons in the other 10 orbitals span 44100 determinants. The active orbitals are ordered by energy; with the molecule along $z$, their $D_{2h}$ labels are $A_g$, $B_{1u}$, $B_{2u}$, $B_{3u}$, $B_{2g}$, $B_{3g}$, $B_{2u}$, $B_{3u}$, $A_g$, $B_{1u}$. The lowest singlet in this space (CASCI) has energy $-185.2121$ hartree, against $-184.9630$ hartree for RHF. The small basis and the frozen orbitals make this a demonstration of the algorithm, not a prediction for the molecule: with the same active-space size in the cc-pVDZ basis, the RHF--CASCI gap falls from 249 to 121 millihartree, the reference coefficient rises from $0.89$ to $0.94$, and the next largest falls from $0.109$ to $0.081$.

Keeping singular values above $0.01$ gives bond dimensions up to 85. Cutting by value keeps groups of equal singular values whole, so the projector commutes with the electron number and spin projection of the right part, and both totals are preserved. The discarded weight is $0.0054$, hence $F=0.9946$. The resulting energy lies 13.8 millihartree above CASCI, about 6\% of the RHF--CASCI difference. The distance $T$ is $0.0076$, well below its bound $0.073$. The last digits of these figures depend on the orbital order: exchanging the two members of one degenerate $\pi$ pair moves the energy error between 13.5 and 13.9 millihartree, and the discarded weight and $T$ by up to one unit in the last digit shown. One singular value lies within about $10^{-6}$ of the cutoff, so the bond dimensions are also sensitive to the exact cut.

The gauge matters as it did by hand. The first orbital is doubly occupied with probability $0.9746$. After a change of gauge that makes the four first-site rows an orthogonal $4\times4$ matrix, all rows have unit norm and the norm rule gives $0.25$ for every occupation.

Follow the determinant 2222020200, in which a pair has moved from active orbital 5 to orbital 8. Its conditional probabilities are
\begin{equation}
\begin{aligned}
&0.9746,\;0.9513,\;0.9580,\;0.9695,\;0.0142,\\
&0.9959,\;0.9992,\;0.9827,\;1.0000,\;1.0000 .
\end{aligned}
\end{equation}
The rare event is the empty fifth orbital; given that, the remaining choices are nearly settled. The last two are forced, since all 12 electrons have been placed. The product is $0.01197$, and the matrices give $C=-0.1094$, whose square agrees.

In $N=40000$ draws, $40000\times0.01197\approx479$ hits are expected, with standard deviation about 22; there were 452. The count gives $|C|\approx0.106$, with standard error $0.0025$ from \eqref{eq:count}. Some leading coefficients, with a and b for single $\alpha$ and $\beta$ occupation, are:

\begin{center}
\begin{tabular}{lrrr}
determinant & $\sqrt{f}$ & $C$ (MPS) & $D$ (CASCI)\\
2222220000 & 0.894 & $0.8938$ & $0.8914$\\
2222020200 & 0.106 & $-0.1094$ & $-0.1089$\\
2222202000 & 0.108 & $-0.1092$ & $-0.1089$\\
22b222a000 & 0.081 & $-0.0792$ & $-0.0790$\\
22a222b000 & 0.080 & $0.0792$ & $0.0790$
\end{tabular}
\end{center}

For the reference, $D/\sqrt F=0.8914/0.9973=0.8938$, so renormalization after truncation accounts for the difference shown. The second and third determinants are equal in CASCI to the printed digits; the truncation separates them slightly. The opposite signs in the last two rows express singlet coupling: in orbital order, the singlet combination $a^\dagger_{p\alpha}a^\dagger_{q\beta}+a^\dagger_{q\alpha}a^\dagger_{p\beta}$ becomes $a^\dagger_{p\alpha}a^\dagger_{q\beta}-a^\dagger_{p\beta}a^\dagger_{q\alpha}$.

The draws found 257 distinct determinants. For $\varepsilon=5\times10^{-4}$, or $|C|\ge0.0224$, the bound \eqref{eq:miss} is $4.1\times10^{-6}$. All 62 determinants above this threshold were found, and the pruned search returned the same set with at most 62 prefixes surviving the pruning at any level. The found weight is $W=0.9976$, so $1-W=0.0024$, which certifies the 24 determinants with $|C|>0.049$. This certificate concerns the matrix product state: the general bound on a coefficient's deviation from CASCI is $0.073$, too weak to certify the same list for CASCI, although the actual deviations are far smaller (at most $0.0084$ over all determinants). The list of 62 is likewise a list for the matrix product state; CASCI has 63 determinants above the same $\varepsilon$.

The numerical check compares frequencies with explicitly computed weights and finds no significant deviation (chi-square $p$-value $0.66$). The autocorrelation of hits on the reference determinant is $-0.0005$ between successive draws, within the sampling scale $1/\sqrt N=0.005$. A Metropolis chain on the same weights, proposing a simultaneous move of one $\alpha$ and one $\beta$ electron, gives $0.9987$. That value comes from one run and depends on the proposal rule chosen. For this chain, successive states carry little new information, whereas each canonical draw is a fresh sample.

\section*{Values computed for the example and the checks}
\begin{verbatim}
C-O distance: 2.6 bohr; frozen doubly occupied orbitals: 5
active orbital irreps: Ag B1u B2u B3u B2g B3g B2u B3u Ag B1u
active orbital energies (hartree): -0.685 -0.520 -0.511 -0.511 -0.357 -0.357 0.211 0.211 0.376 0.903
determinants in CI space: 44100
RHF energy: -184.962961 hartree
CASCI energy: -185.212124 hartree
MPS energy: -185.198290 hartree
MPS energy error: 13.834 millihartree
singular value cutoff: 0.01
bond dimensions: 4 11 25 46 73 85 31 13 4
total discarded weight: 0.005384
squared overlap F of MPS and CASCI: 0.994616
total variation distance: 0.007570; bound: 0.073372
first orbital P(0,b,a,2), canonical: 0.0046 0.0104 0.0104 0.9746
first orbital norm rule, wrong gauge: 0.2500 0.2500 0.2500 0.2500
samples N: 40000; distinct determinants found: 257
chi-square categories: 76; p-value: 0.664
lag-1 autocorrelation, MPS sampling: -0.0005
largest |autocorrelation|, lags 1-20: 0.0109
sampling scale 1/sqrt(N): 0.0050
lag-1 autocorrelation, Metropolis: 0.9987
probe determinant 2222baba00, weight: 0.01004
found in batches of 100: 0.595; formula: 0.635
weight threshold eps: 0.0005; |C| threshold: 0.0224
bound on chance of missing any above eps: 4.10e-06
determinants above eps: 62, all found by sampling
pruned search: 62 determinants; most prefixes kept: 62
weight of found determinants W: 0.99759; 1-W: 0.00241
certified leading determinants: 24, |C| above 0.0491
spread of sqrt(count/1000): 0.0147; formula: 0.0157
conditionals for 2222020200:
  0.9746 0.9513 0.9580 0.9695 0.0142 0.9959 0.9992 0.9827 1.0000 1.0000
  product: 0.011974; C^2: 0.011974
determinant  count  sqrt(count/N)  C(MPS)  C(CASCI)
2222220000  31997 0.8944 +0.89380 +0.89139
2222020200    452 0.1063 -0.10943 -0.10892
2222202000    464 0.1077 -0.10921 -0.10892
2222baba00    382 0.0977 +0.10019 +0.09992
2222abab00    397 0.0996 +0.10019 +0.09992
2222bbaa00    357 0.0945 -0.09424 -0.09398
2222aabb00    368 0.0959 -0.09424 -0.09398
2202222000    311 0.0882 -0.09038 -0.09028
2220220200    318 0.0892 -0.09006 -0.09028
22b222a000    262 0.0809 -0.07921 -0.07900
22a222b000    255 0.0798 +0.07921 +0.07900
222b220a00    247 0.0786 -0.07921 -0.07900
\end{verbatim}
